# Choosing Probes and Lanczos Steps in Stochastic Lanczos Quadrature

## Definitions and the two settings

Let $A$ be a real symmetric $n\times n$ matrix with eigenvalues $\lambda_i$ in $[a,b]$ and orthonormal eigenvectors $u_i$. The interval has centre $c=(a+b)/2$ and half-width $h=(b-a)/2$. A function of the matrix is $f(A)=\sum_i f(\lambda_i)u_iu_i^T$, and the quantity wanted is

$$\operatorname{tr}f(A)=\sum_i f(\lambda_i).$$

Two choices of $f$ are treated. For a positive definite matrix, $f(x)=\ln x$ gives $\ln\det A$. For a Hamiltonian in an orthonormal basis, with two electrons per orbital,

$$f(x)=\frac{2}{1+e^{(x-\mu)/kT}}$$

gives the mean electron number at chemical potential $\mu$ and temperature $T$, for independent electrons.

Stochastic Lanczos quadrature has two settings. The number of probes $N$ is the number of independent random vectors $z$, whose entries are independently $+1$ or $-1$ with equal probability. The number of Lanczos steps $m$ is the number of products with $A$ spent on each probe. They control different errors, and neither can do the work of the other.

## What the number of probes controls

Write $B=f(A)$. Since $z_i^2=1$,

$$z^TBz=\sum_iB_{ii}+2\sum_{i<j}B_{ij}z_iz_j .$$

For $i\ne j$ the mean of $z_iz_j$ is zero, so the mean of $z^TBz$ is $\operatorname{tr}B$. The variance is the mean square of the second term. It contains averages of $z_iz_jz_kz_l$ with $i<j$ and $k<l$. If the two pairs differ, some index occurs once and the average vanishes; if they agree, it is one. Hence

$$V=4\sum_{i<j}B_{ij}^2=2\sum_{i\ne j}B_{ij}^2 .$$

The average over $N$ probes has variance $V/N$. The diagonal of $B$ contributes no noise, and a diagonal $B$ needs one probe.

A bound on $V$ is available before any calculation. Subtracting a constant $g$ from $f$ changes only the diagonal of $B$, so $V$ stays the same. Therefore $V\le2\operatorname{tr}(B-g)^2$. With $g$ midway between the extreme values of $f$ on $[a,b]$,

$$V\le\frac n2\,(f_{\max}-f_{\min})^2 .$$

For the electron count this gives $V\le2n$; for the log determinant it gives $V\le n(\ln\kappa)^2/2$, where $\kappa=b/a$. At fixed $N$ the standard error thus grows no faster than $\sqrt n$, provided, for the log determinant, that $\kappa$ stays bounded as $n$ grows. If the trace grows as $n$, its relative error falls at least as fast as $1/\sqrt{nN}$. A fixed absolute error may instead require $N$ to grow in proportion to $n$.

## What the number of Lanczos steps controls

The matrix $f(A)$ is not formed. Put $q_1=z/\sqrt n$, a unit vector, and define the spectral average

$$\langle f\rangle_z=q_1^Tf(A)q_1=\sum_i(u_i^Tq_1)^2f(\lambda_i),\qquad z^Tf(A)z=n\langle f\rangle_z .$$

The weights are nonnegative and sum to one. Lanczos builds orthonormal vectors through

$$\beta_jq_{j+1}=Aq_j-\alpha_jq_j-\beta_{j-1}q_{j-1},\qquad \alpha_j=q_j^TAq_j,$$

with $\beta_0=0$ and $\beta_j\ge0$. Earlier vectors are absent because $Aq_k$ lies in the span of $q_1,\ldots,q_{k+1}$, which is orthogonal to $q_j$ when $k<j-1$. Let $K_m$ have columns $q_1,\ldots,q_m$, let $e_j$ be unit coordinate vectors, and let $J_m$ be the tridiagonal matrix with diagonal $\alpha_j$ and off-diagonal $\beta_j$. Then

$$AK_m=K_mJ_m+\beta_mq_{m+1}e_m^T .$$

Apply this repeatedly to $q_1=K_me_1$. Each factor of $J_m$ moves an index by at most one, so the last term first contributes at power $m$:

$$A^kq_1=K_mJ_m^ke_1\quad(k<m),$$
$$A^mq_1=K_mJ_m^me_1+\beta_1\cdots\beta_m\,q_{m+1}.$$

Any power up to $2m-1$ can be split into one factor with power at most $m-1$ and another with power at most $m$. In their inner product the extra vector $q_{m+1}$ drops out by orthogonality. Thus

$$q_1^TA^kq_1=e_1^TJ_m^ke_1,\qquad 0\le k\le2m-1 .$$

At power $2m$ the left side exceeds the right by $\beta_1^2\cdots\beta_m^2$. If some $\beta_j$ vanishes, the vectors span an invariant subspace, and the run can stop with no quadrature error.

Let $\theta_j$ be the eigenvalues of $J_m$ and $w_j$ the squared first components of its normalized eigenvectors. The Gauss rule is

$$G_z[f]=e_1^Tf(J_m)e_1=\sum_{j=1}^mw_jf(\theta_j),$$

and the final estimator is

$$X=\frac1N\sum_z nG_z[f].$$

The nodes lie in $[a,b]$, because $J_m=K_m^TAK_m$, and the weights sum to one.

## Why the quadrature error falls as $\rho^{-2m}$

Expand $f$ in Chebyshev polynomials, with $x=c+ht$ and $T_k(\cos\varphi)=\cos k\varphi$:

$$f(x)=\sum_{k\ge0}c_kT_k(t),\qquad \sum_k|c_k|<\infty .$$

The Gauss rule and the spectral average agree for every term with $k\le2m-1$. For each later term both have magnitude at most one, since $|T_k|\le1$ on the interval. Hence, for every probe,

$$n\left|G_z[f]-\langle f\rangle_z\right|\le Q_m,\qquad Q_m=2n\sum_{k\ge2m}|c_k| .$$

Now set $w=e^{i\varphi}$, so that $t=(w+w^{-1})/2$. The coefficient integral for $k\ge1$ is

$$c_k=\frac1{\pi i}\oint f\!\left(c+\frac h2(w+w^{-1})\right)w^{-k-1}\,dw .$$

The circle $|w|=\rho>1$ maps to an ellipse around the spectral interval, the Bernstein ellipse. If $f$ is analytic inside it and bounded there by $M$, the contour can be moved towards this circle. Its length is $2\pi\rho$, so $|c_k|\le2M\rho^{-k}$. Summing the geometric series gives

$$Q_m\le\frac{4nM\rho^{-2m}}{1-\rho^{-1}} .$$

The exponent is $2m$ because $m$ steps reproduce polynomials through degree $2m-1$.

## Separating the errors

Adding and subtracting $z^Tf(A)z$ gives

$$X-\operatorname{tr}f(A)=\frac1N\sum_z n(G_z[f]-\langle f\rangle_z)
+\left[\frac1N\sum_z z^Tf(A)z-\operatorname{tr}f(A)\right].$$

The first part is bounded by $Q_m$; the second has root-mean-square size $\sqrt{V/N}$. The triangle inequality for root-mean-square values yields

$$\sqrt{E[(X-\operatorname{tr}f(A))^2]}\le Q_m+\sqrt{V/N},$$

where $E$ is the average over the random vectors.

The error bar usually computed from the scatter of the samples needs care. Let $b_m$ be the mean quadrature error and $V_m$ the variance of $nG_z[f]$. Independent probes give

$$E[(X-\operatorname{tr}f(A))^2]=b_m^2+V_m/N .$$

The sample scatter estimates $V_m$ and says nothing about $b_m$. A small error bar is therefore no evidence that $m$ is large enough.

A useful diagnostic is to compare two values of $m$ on the same probes. The sampling part cancels in the difference, which leaves the change in quadrature error. The smaller rule costs no new matrix products, since its tridiagonal matrix is the leading block of the larger one. The change is not a bound on the remaining error: it can be much smaller when the error oscillates with $m$ or falls slowly. In the electron-count example below the mean error is $-1.28$ at $m=14$ and $-1.33$ at $m=16$, so several well-separated values of $m$ should be compared.

## Log determinant: the condition number sets $m$

For $0<a<b$, define

$$\rho=\frac{\sqrt\kappa+1}{\sqrt\kappa-1},\qquad q=\rho^{-1}.$$

Direct substitution gives $(1+q^2)/(2q)=(\kappa+1)/(\kappa-1)=c/h$. Consequently

$$c+h\cos\varphi=\frac h{2q}(1+2q\cos\varphi+q^2)
=\frac h{2q}(1+qe^{i\varphi})(1+qe^{-i\varphi}).$$

Expanding the two logarithms gives, for $k\ge1$,

$$c_k=\frac{2(-1)^{k+1}}{k}\rho^{-k}.$$

In the tail, $1/k\le1/(2m)$, so

$$Q_m\le\frac{2n}{m}\frac{\rho^{-2m}}{1-\rho^{-1}} .$$

For large $\kappa$, $\ln\rho\simeq2/\sqrt\kappa$. The decay factor is then about $e^{-4m/\sqrt\kappa}$, and the required $m$ grows as $\sqrt\kappa$, apart from a logarithm. As $a\to0$ the bound ceases to give a useful rate.

The sign of this error is also known. Let $p$ be the polynomial of degree at most $2m-1$ that matches $f$ and $f'$ at all Gauss nodes. Its interpolation error is

$$f(x)-p(x)=\frac{f^{(2m)}(\xi)}{(2m)!}\prod_j(x-\theta_j)^2,$$

with $\xi$ in the interval. The rule integrates $p$ without error and cannot distinguish $p$ from $f$ at its nodes. For the logarithm, $f^{(2m)}(\xi)=-(2m-1)!/\xi^{2m}<0$. Unless Lanczos has terminated, every probe therefore overestimates its own $z^T\ln(A)z$. More probes cannot average this bias away.

The exponent $2m$ cannot be improved for all spectral weights. Take $x=c+h\cos\varphi$ with $\varphi$ uniformly distributed, the arcsine distribution. Its Gauss rule has equal weights at $\varphi_j=(2j-1)\pi/(2m)$. On these nodes the mean of $T_k$ vanishes for $k\ge1$ unless $k=2ml$, when it is $(-1)^l$. The error per unit weight is

$$\sum_{l\ge1}(-1)^lc_{2ml}
=\sum_{l\ge1}\frac{(-1)^{l+1}\rho^{-2ml}}{ml}
=\frac{\ln(1+\rho^{-2m})}{m}.$$

## Electron count: temperature and bandwidth set $m$

The Fermi function is smooth on the real axis but has complex poles. With $y=(x-\mu)/kT$, write $f=1-\tanh(y/2)$ and use

$$\tanh\frac y2=\sum_{l\ge0}\frac{4y}{y^2+\pi^2(2l+1)^2}.$$

Set

$$t_l=\frac{\mu-c+i\pi kT(2l+1)}h,\quad s_l=\sqrt{t_l^2-1},\quad r_l=t_l+s_l,$$

choosing the root for which $|r_l|>1$. Partial fractions give

$$f=1+\frac{4kT}{h}\sum_{l\ge0}\operatorname{Re}\frac1{t_l-t}.$$

The geometric series for $1+2\sum_{k\ge1}r_l^{-k}\cos k\varphi$ sums to $s_l/(t_l-t)$. Thus, for $k\ge1$,

$$c_k=\frac{8kT}{h}\operatorname{Re}\sum_{l\ge0}\frac{r_l^{-k}}{s_l},$$

and summing magnitudes over $k\ge2m$ gives

$$Q_m\le\frac{16nkT}{h}\sum_{l\ge0}
\frac{|r_l|^{-2m}}{|s_l|(1-|r_l|^{-1})}.$$

The nearest pole sets the rate, $\rho=|r_0|$. For $\mu$ inside the interval, away from its ends, and $kT\ll h$, put $(\mu-c)/h=\cos\varphi_0$. Expanding $\cos(\varphi_0-i\eta)\simeq\cos\varphi_0+i\eta\sin\varphi_0$ and matching it to $t_0$ gives

$$\ln\rho\simeq\eta=\frac{\pi kT}{\sqrt{(b-\mu)(\mu-a)}} .$$

The number of steps grows roughly as bandwidth divided by $kT$. For $\mu$ inside the interval, $\rho\to1$ at zero temperature and this guarantee is lost. The bound uses only the enclosing interval, so it takes no advantage of a gap around $\mu$.

## Choosing the settings

1. Choose the acceptable standard error $\varepsilon$ and take $N\ge V/\varepsilon^2$. Use the bound on $V$ for a first plan, then the sample variance from a pilot run.
2. Enclose the spectrum, for example by row sums. For the logarithm the lower end must be positive; row sums give this only when the positive definite matrix is strictly diagonally dominant, and otherwise another lower bound is needed. The interval enters the error bound, not the Lanczos estimator.
3. Increase $m$ until $Q_m\le0.1\sqrt{V/N}$. The root-mean-square error is then at most 1.1 times the sampling standard error.

The cost is $Nm$ matrix-vector products. Ten times less sampling error costs one hundred times more probes. Ten times less quadrature bound costs about $\ln10/(2\ln\rho)$ extra steps per probe.

## A worked lattice example

Take an open $20\times20$ square lattice with one orbital per site, so $n=400$, and use $N=64$ probes. The parameters are round model values. Reference traces come from dense matrix algebra, and the Lanczos vectors are fully reorthogonalized.

**Log determinant.** The overlap matrix has unit diagonal and nearest-neighbour elements 0.2. A site has at most four neighbours, so row sums enclose the spectrum in $[0.2,1.8]$. Thus $\kappa=9$ and $\rho=(3+1)/(3-1)=2$.

The variance is $V=176.3$, well below the prior bound $400(\ln9)^2/2\simeq966$. The standard error is $\sqrt{176.3/64}=1.66$. The bias target is therefore 0.166. Five steps give a bound of 0.313; six give

$$Q_6\le\frac{800}{6}\frac{2^{-12}}{1/2}=0.065 .$$

The choice $m=6$ costs $6\times64=384$ products. The estimate is $-40.2$, against the dense value $-38.0$. The error of $-2.19$ consists of a quadrature part of $+0.0057$ and a sampling part of $-2.193$, or 1.3 standard errors. More Lanczos steps would not help here; a standard error of one needs 177 probes. An error of one in the logarithm is a factor $e$ in the determinant.

With $m=2$ the situation is reversed. The mean quadrature error is 5.5 over the first 16 probes and 5.2 over all 64. It does not halve when the number of probes is quadrupled, and it is three times the standard error. At $m=4$ it has dropped to 0.15.

**Electron count.** A separate Hamiltonian, in an orthonormal basis, has hopping $-1$ eV and site energies drawn uniformly from $[-1,1]$ eV. Row sums give the interval $[-5,5]$ eV. For $kT=0.2$ eV and $\mu=-0.5$ eV, the nearest pole has $t_0=-0.1+0.126i$, which gives $\rho=1.134$.

Here $V=603$, below the prior bound of 800, and the standard error is $\sqrt{603/64}=3.07$ electrons. The smallest $m$ with a bound below 0.307 is 36, where the bound is 0.25. This requires $36\times64=2304$ products. The estimate is 323.3 electrons, against 326.9 from diagonalization, an error of 1.1% of the count. The quadrature part is only $+0.003$ electrons; the sampling part is $-3.6$.

The mean quadrature errors show how cautious the bound is:

| $m$ | Mean error (electrons) | Bound (electrons) |
|---:|---:|---:|
| 10 | $+6.5$ | 174 |
| 20 | $-0.50$ | 14 |
| 30 | $+0.017$ | 1.1 |
| 40 | $-0.00011$ | 0.091 |

The sign changes, unlike that of the logarithm. From $m=10$ to $m=40$ the errors fall faster than the bound overall, but not steadily. The mean at $m=40$ is only a quarter of the largest single-probe error, $4.4\times10^{-4}$, and from $m=40$ to $m=50$ the mean falls by a factor of 3.5 while the bound falls by 12. The faster overall decay comes from the loose enclosure. The eigenvalues span only $[-4.13,4.08]$ eV, and on that interval the nearest pole gives $\ln\rho=0.1535$ instead of $0.1260$. Fitted from $m=10$ to $m=60$, the root-mean-square single-probe error falls as $e^{-0.1555\times2m}$, close to this rate. A tighter enclosure therefore saves steps: the tail sum $Q_m$, evaluated directly, drops below 0.307 at $m=28$ on the true interval and at $m=34$ on $[-5,5]$ eV. The unsteady steps from one $m$ to the next are not described by the bound.

## Reusing one run, and where the guidance stops

The nodes and weights do not depend on $\mu$. The same 36-step data give 153.6 electrons at $-2.0$ eV and 547.5 at $+1.0$ eV; the dense values are 156.0 and 547.3. Since the weights are nonnegative and the Fermi function rises with $\mu$, the estimated count also rises with $\mu$. A target electron number can therefore be found by bisection without further products. Between $-0.5$ and $+1.0$ eV the dense count rises by about 147 electrons per eV on average, so an error of 3 electrons shifts $\mu$ by roughly 0.02 eV in this range. The shift is inversely proportional to the local slope: it is 0.04 eV at $-3$ eV, and in a gap wide compared with $kT$, where the count is nearly flat, such an error can move $\mu$ to a band edge.

For 400 orbitals, dense diagonalization is the sensible choice. The stochastic method is aimed at large sparse matrices, where a product costs an amount proportional to $n$. At fixed $N$ and $m$ the product cost is then linear in $n$. Holding the absolute error fixed can raise it to order $n^2\ln n$, because $N$ may have to grow in proportion to $n$, and the quadrature bound, being proportional to $n$, asks for $m$ to grow as $\ln n$.

The analysis assumes exact arithmetic. Rounding can destroy the orthogonality of the Lanczos vectors; full reorthogonalization restores it at the price of storing $m$ vectors and extra work of order $nm^2$ per probe. The quadrature may not need it: for four probes of the lattice Hamiltonian, the plain three-term recurrence gives the same errors at $m=36$ and $60$, and at $m=150$ and $300$, where orthogonality is lost, the error stays below $10^{-12}$ electrons. For a log determinant, a node at or below zero shows, apart from rounding, that the matrix is not positive definite. Positive nodes alone do not prove that it is.
